\section*{Why a negative-U donor can double its single-rate capacitance transient}

\section{Definitions and conventions}

A donor in the depletion layer of a metal-semiconductor contact can hold two, one or no electrons. Its charge states are then $D^-$, $D^0$ and $D^+$, with mean shares $N_2$, $N_1$ and $N_0$ that add up to one. The first electron leaves by $D^-\to D^0$ at rate $e_1$, the second by $D^0\to D^+$ at rate $e_2$, and $R=e_2/e_1$. The mean number of electrons held per donor is $n_d=2N_2+N_1$.

Energies are measured from the conduction-band edge. Removing an electron to that edge costs $E_1$ from $D^-$ and $E_2$ from $D^0$. The effective interaction energy is $U=E_2-E_1$. Negative $U$ means that the first electron to leave is the more strongly bound one. This can happen when lattice relaxation around the pair outweighs the repulsion between the electrons.

The capture coefficients are $c_1$ for $D^0\to D^-$ and $c_2$ for $D^+\to D^0$. They are taken as $c_j=c_{j0}\exp(-B_j/kT)$, where $B_j$ is a capture barrier. Electrostatics is in Gaussian units, $\kappa$ is the dielectric constant, and $F$ is the force on an electron, in eV per length. The ``single-electron amplitude'' is the step produced when the same number of donors, at the same depth and bias, release one electron each.

\section{What the transient looks like}

Under reverse bias the free-electron density at the donors is negligible, so recapture is dropped:
\begin{equation}
\dot N_2=-e_1N_2,\qquad \dot N_1=e_1N_2-e_2N_1 .
\end{equation}
Let every donor start as $D^-$. The first equation gives $N_2=e^{-e_1t}$. Multiplying the second by $e^{e_2t}$ turns its left side into a total derivative:
\begin{equation}
\frac{d}{dt}\left(N_1e^{e_2t}\right)=e_1e^{(e_2-e_1)t}.
\end{equation}
Integration from $N_1(0)=0$ gives
\begin{equation}
N_1=\frac{e_1}{e_2-e_1}\left(e^{-e_1t}-e^{-e_2t}\right)
=\frac{e^{-e_1t}-e^{-e_2t}}{R-1}.
\end{equation}
Adding $2N_2$ and using $2+1/(R-1)=(2R-1)/(R-1)$,
\begin{equation}
n_d(t)=\frac{2R-1}{R-1}\,e^{-e_1t}-\frac{1}{R-1}\,e^{-e_2t}.
\label{eq:transient}
\end{equation}

For $R\gg1$ this becomes $2e^{-e_1t}$. The donor waits a mean time $1/e_1$ for its first electron to leave, and the second follows after a mean further delay of only $1/e_2$. The first escape therefore sets the clock for both charges. The electrons need not leave in one event: they leave in sequence, but the interval is too short to resolve.

The intermediate state is correspondingly rare. Setting $\dot N_1=0$ gives $e^{-(e_2-e_1)t}=1/R$, hence $e^{-e_1t}=R^{-1/(R-1)}$ and $e^{-e_2t}=R^{-1/(R-1)}/R$. Insertion yields
\begin{equation}
N_1^{\max}=\frac{R^{-1/(R-1)}}{R-1}\left(1-\frac1R\right)=R^{-R/(R-1)},
\end{equation}
which tends to $1/R$ for large $R$. At $R=10$ it is 0.077.

The approach to a doubled amplitude is quick. Numerical solution of the rate equations gives slow amplitudes of 2.5, 2.111 and 2.010 electrons at $R=3$, 10 and 100, in agreement with Eq.~(\ref{eq:transient}). The excess over two, $1/(R-1)$, is balanced at $t=0$ by the negative fast term.

Three other cases limit what may be concluded from such a signal.

\begin{itemize}
\item For $R\ll1$, $n_d\simeq e^{-e_1t}+e^{-e_2t}$: two separate steps of one electron each.
\item For $R\to1$, the difference quotient in $N_1$ tends to $e_1t\,e^{-e_1t}$, so $n_d=(2+e_1t)e^{-e_1t}$, which is not a single exponential.
\item For $R=1/2$, the first coefficient in Eq.~(\ref{eq:transient}) vanishes and $n_d=2e^{-e_2t}$.
\end{itemize}

The last case describes two independent electrons. Either may leave first, so $e_1$ is twice the rate for one electron, while $e_2$ equals it. One rate with a doubled amplitude is therefore not proof of negative $U$.

\section{Why the second electron can be faster}

Detailed balance connects the rates with the binding energies. $D^-$ and $D^+$ are taken as nondegenerate and $D^0$ has two spin states. At chemical potential $\mu$ the statistical weights are
\begin{equation}
w_0=1,\qquad w_1=2e^{(\mu+E_2)/kT},\qquad w_2=e^{(2\mu+E_1+E_2)/kT}.
\label{eq:weights}
\end{equation}
For nondegenerate carriers the electron density is $n=N_ce^{\mu/kT}$, with $N_c$ the effective density of band states. In equilibrium each step balances its reverse, $e_1N_2=c_1nN_1$ and $e_2N_1=c_2nN_0$. Therefore
\begin{align}
e_1&=c_1n\,\frac{w_1}{w_2}=2c_1N_ce^{-E_1/kT},\\
e_2&=c_2n\,\frac{w_0}{w_1}=\tfrac12c_2N_ce^{-E_2/kT}.
\end{align}
Dividing, with $E_1-E_2=-U$, gives
\begin{equation}
R=\frac{c_{20}}{4c_{10}}\exp\!\left(\frac{-U+B_1-B_2}{kT}\right).
\label{eq:R}
\end{equation}
Negative $U$ favours a fast second electron, but the capture barriers enter with equal weight. If $B_2$ exceeds $B_1+|U|$ by enough, the order of the rates is reversed. Conversely, a large $B_1$ can make $R$ large even when $U$ is positive. Independent electrons also fit Eq.~(\ref{eq:R}): $U=0$, equal barriers and twice as many vacant orbitals in $D^+$ as in $D^0$ give $c_2=2c_1$ and $R=1/2$.

The visible rate carries the energy $E_1+B_1$, apart from the power of $T$ in $N_c\propto T^{3/2}$. It contains neither $E_2$ nor the pair energy $E_1+E_2$.

\section{Filling one electron or two}

A doubled transient also requires that the filling pulse store two electrons. Equation~(\ref{eq:weights}) gives
\begin{equation}
\frac{N_1}{\sqrt{N_0N_2}}=2e^{(E_2-E_1)/2kT}=2e^{-|U|/2kT}
\end{equation}
for negative $U$. When $|U|\gg kT$, equilibrated donors are mostly empty or doubly filled. They are doubly filled when $\mu$ lies well above $-(E_1+E_2)/2$.

Equilibrium takes time, and this supplies a control measurement. At low temperature the barrier $B_1$ can block the second capture during the pulse while the first capture remains fast. Donors that begin as $D^+$ then store and release one electron. The same donors give the single-electron amplitude cold and the doubled amplitude warm.

This control assumes that the Arrhenius law for $c_1$ still holds at the cold temperature. In a real centre, tunnelling between vibrational states can make capture level off on cooling. Simple one-mode estimates for the example below, with phonons of 10 to 30~meV, give a second capture at 60~K that is from a few to more than ten thousand times faster than the Arrhenius value, depending on the phonon energy and on how the model is matched to $B_1$. At the upper end most donors take the second electron within a 1~ms pulse and the control fails. The cold step should therefore be checked against pulse length: if it shrinks as the pulse is lengthened, the second capture is not blocked.

\section{From electrons to capacitance}

Let $N_s$ be the density of ionized shallow donors. The two-electron donors, of density $N_T\ll N_s$, occupy a layer $a<x<b$ below the contact, inside the depletion width $W$. If each has charge $q$ in units of $e$, integrating Poisson's equation twice gives the total band bending
\begin{equation}
\phi=\frac{4\pi e^2}{\kappa}\int_0^W x\,\rho(x)\,dx
=\frac{2\pi e^2}{\kappa}\left[N_sW^2+qN_T(b^2-a^2)\right],
\label{eq:phi}
\end{equation}
where $\rho$ is the density of positive charge divided by $e$. A fast change of bias moves only the depletion edge. It uncovers the charge $eAN_s\,dW$ on area $A$ and changes the voltage by $d\phi/e=(4\pi e/\kappa)WN_s\,dW$. The ratio is $C=\kappa A/(4\pi W)$.

Let $W_0$ and $C_0$ be the values at $q=0$. At fixed $\phi$, Eq.~(\ref{eq:phi}) gives
\begin{equation}
W^2=W_0^2(1-2sq),\qquad s=\frac{N_T(b^2-a^2)}{2N_sW_0^2},
\end{equation}
and, since $C\propto1/W$,
\begin{equation}
C=C_0(1-2sq)^{-1/2}\simeq C_0\left(1+sq+\tfrac32s^2q^2\right).
\label{eq:C}
\end{equation}
Each released electron raises $q$ by one and, to leading order, raises the capacitance by $sC_0$. The capacitance counts charge, so two electrons per donor give twice the step.

\section{How large: a worked contact}

The example uses round parameters: $E_1=0.37$~eV, $E_2=0.13$~eV, $B_1=0.08$~eV and $B_2=0$, so $U=-0.24$~eV. The prefactors are $c_{10}=10^{-8}$ and $c_{20}=10^{-7}$~cm$^3$/s. The densities are $N_s=10^{15}$ and $N_T=10^{13}$~cm$^{-3}$, and the layer runs from 1400 to 2000~nm. The contact area is 1~mm$^2$ and $\kappa=12$. The band bending is 5~eV in reverse and 0.6~eV during a 1~ms filling pulse. The depletion widths are then 2575 and 892~nm, so the layer is depleted in reverse and neutral during the pulse.

\subsection{Warm measurement, 220 K}

Here $kT=18.96$~meV, $N_c=1.818\times10^{19}$~cm$^{-3}$ and $c_1=1.47\times10^{-10}$~cm$^3$/s. The first rate is
\begin{equation}
e_1=2(1.47\times10^{-10})(1.818\times10^{19})e^{-0.37/0.01896}\,\mathrm{s^{-1}}
\simeq18\ \mathrm{s^{-1}}.
\end{equation}
The second is $e_2=9.6\times10^8$~s$^{-1}$, so $R=5.4\times10^7$. The first electron takes 56~ms on average; the second follows about 1~ns later.

Filling is fast enough. The states $D^+$ and $D^0$ equilibrate first, in the ratio
\begin{equation}
r=\frac{N_1}{N_0}=\frac{2n}{N_c}e^{E_2/kT}\simeq2(5.5\times10^{-5})(950)\simeq0.10 .
\end{equation}
The second capture then proceeds at $c_1n\,r/(1+r)\simeq1.4\times10^4$~s$^{-1}$, a time constant of 72~$\mu$s. After 1~ms, 99.87\% of the donors are $D^-$. A single exponential fitted between 1 and 150~ms has the rate $e_1$ and an amplitude of 1.997 electrons per donor. The shortfall from two is the small equilibrium share of donors that are not $D^-$ during the pulse; a longer pulse would not remove it.

\subsection{Cold measurement, 60 K}

The donors are first emptied warm and cooled under reverse bias, so they start as $D^+$. The shallow donors, taken to be 45~meV deep, are partly frozen out in neutral material, leaving $n=3.7\times10^{14}$~cm$^{-3}$. With $kT=5.17$~meV, and with the Arrhenius law for $c_1$ assumed to hold down to this temperature, the second capture has the small probability
\begin{equation}
c_1n\,t=10^{-8}e^{-0.08/0.00517}(3.7\times10^{14})(10^{-3})\simeq7\times10^{-4}.
\end{equation}
After the same pulse 99.93\% of the donors are $D^0$, and 0.999 electrons per donor are later released. The warm-to-cold ratio of released electrons is 1.999.

\subsection{Capacitance steps}

With $C_0=41.26$~pF,
\begin{equation}
sC_0=\frac{0.01\,(2000^2-1400^2)}{2(2575)^2}\,(41.26\ \mathrm{pF})\simeq0.0635\ \mathrm{pF}.
\end{equation}
Numerical integration of Poisson's equation with a sharp depletion edge gives steps of 0.1268~pF warm and 0.0636~pF cold, a ratio of 1.994. The small difference from 1.999 follows from Eq.~(\ref{eq:C}). Warm, $q$ goes from $-1$ to $+1$ and the quadratic terms cancel. Cold, $q$ goes from 0 to $+1$ and the step is larger by the factor $1+\tfrac32s$. With $s=0.00154$ this is 0.23\%, and $1.999/1.0023\simeq1.994$. The last digits belong to the sharp-edge model. The free-electron tail at the edge makes the effective width about 3~nm smaller warm than cold at the same band bending, and since $sC_0\propto W_0^{-3}$ this raises the ratio by about 0.35\%.

\subsection{The same negative U without doubling}

Let $B_2$ be 0.45~eV, everything else at 220~K being unchanged, and suppose the donors have been prepared as $D^-$. Then $e_2=0.047$~s$^{-1}$ and $R=0.0026$. At $t=8/e_1\simeq0.45$~s each donor still holds 0.98 electrons. A record that ends at 150~ms shows one rate and about the single-electron amplitude; the second step takes some 20~s. The doubling has gone although $U$ has not changed.

\section{Field effects and other limits}

The second electron leaves a positive centre behind, so the field lowers its barrier. Along the field direction its energy is $-e^2/(\kappa r)-Fr$. This is greatest at $r=\sqrt{e^2/(\kappa F)}$, where it lies $2\sqrt{e^2F/\kappa}$ below the zero-field edge. The strongest field in the layer, 17.7~kV/cm, lowers the barrier by 29~meV. Warm, this makes the fast electron faster still. Cold, the full lowering would raise $e_2$ from 1.6 to about 440~s$^{-1}$. This overestimates the rate of escape over the barrier, since the lowering is smaller in other directions; an average over escape directions, with no lowering against the force, gives about 65~s$^{-1}$. Both figures leave out tunnelling through the top of the barrier, which for a mass of 0.2 electron masses adds roughly 20 to 30\% at this temperature. Since the field varies across the layer, the cold decay need not be exponential. Its completed step still counts one electron per donor, so the control should compare total steps, not rates.

The first electron leaves a neutral centre behind and has no such Coulomb lowering. It may still be excited part of the way and tunnel through the last energy $\varepsilon$ of the barrier. For mass $m$ and a triangular barrier the gain in the exponent is
\begin{equation}
g(\varepsilon)=\frac{\varepsilon}{kT}-\frac{4\sqrt{2m}}{3\hbar F}\varepsilon^{3/2}.
\end{equation}
It is stationary at $\sqrt{\varepsilon}=\hbar F/(2\sqrt{2m}\,kT)$. There the second term is two thirds of the first, so
\begin{equation}
g_{\max}=\frac{\varepsilon}{3kT}=\frac{\hbar^2F^2}{24m(kT)^3}.
\end{equation}
For a light mass of 0.2 electron masses this is 0.007 at 220~K, a change in $e_1$ of order 1\%. The semiclassical tunnelling factor is not accurate for so small an exponent, so this is an order of magnitude only.

Recapture is negligible in this layer: at its deep edge the equilibrium ratio $N_2/N_0$ under reverse bias at 220~K is $3\times10^{-9}$ in the sharp-edge estimate, and below $10^{-9}$ when the free-electron tail is included. The carriers are nondegenerate, with $n/N_c$ at most $1.4\times10^{-4}$.

\section{Comparison with a real centre}

The energies lie in the rough range reported for interstitial boron in silicon, a negative-U centre with levels a few tenths of an eV or less below the band edge. The capture prefactors are model choices, not measured values. The peak field of 39~kV/cm is well below silicon's breakdown field, roughly 300~kV/cm at this doping. The sharp layer is a simplification, since irradiation can spread such defects in depth. Donors near the depletion edge then stay filled, over a width that differs between the two measurements. Let this width end where the relevant charge states are equally likely: $N_2=N_0$ warm and $N_1=N_0$ cold. By Eq.~(\ref{eq:weights}), the chemical potential measured from the local band edge is there $-(E_1+E_2)/2=-0.25$~eV warm and $-E_2-kT\ln2=-0.134$~eV cold. In neutral material it is $kT\ln(n/N_c)$, or $-0.186$ and $-0.046$~eV. The bands are therefore bent by $\phi'=0.064$ and 0.088~eV at that point. The sharp-edge estimate $W\sqrt{\phi'/\phi}$, with $\phi=5$~eV, puts the unresponsive width at about 290~nm warm and 340~nm cold. It is crude here, because free electrons still cancel part of the donor charge where the bending is only a few $kT$. Solving Poisson's equation with these electrons and partly ionized shallow donors gives about 245 and 330~nm. The pulse edge matters too, because donors somewhat in front of it are also filled. For donors spread evenly in depth, all starting the cold pulse as $D^+$ where they can respond, the ratio of steps is then roughly 2.1 with a 1~ms pulse. Migration and reactions of the interstitial are also left out; they would change $N_T$ between measurements.

\section{What to do in practice}

\begin{enumerate}
\item Do not convert a step into a donor density before the number of electrons is known. If $R\gg1$ and filling is complete, the single-electron formula overestimates $N_T$ by a factor of two.
\item Empty the donors warm, cool under reverse bias, and record the first cold pulse to its end. Then measure warm, with the reverse bias adjusted to give the same steady capacitance, because the band bending at fixed bias shifts with the bulk chemical potential. A ratio near two is what donors storing one electron cold and two warm produce. Two unrelated one-electron donors with suitable densities could imitate it. To exclude them, fill the donors warm, cool them while filled, and repeat the cold pulse: donors held as $D^-$ give no cold step, whereas a separate one-electron donor still does. In the example each cold pulse also turns about 0.07\% of the donors into $D^-$, which do not empty at 60~K, so long averaging erodes the cold signal.
\item Lengthen the pulse until the warm step saturates. In the example 72~$\mu$s is the time constant, and several times that is needed.
\item Obtain the sign of $U$ from energies, not from the amplitude. For each step, subtract the capture barrier from the activation energy of $e_j/T^{3/2}$. The barrier must be that of the capture coefficient $c_j$, not the activation energy of the filling rate: the warm filling rate $c_1n\,r/(1+r)$ also contains the temperature-dependent ratio $r$, and near 220~K its apparent activation energy is about $-0.06$~eV although $B_1=0.08$~eV. Here $E_1=0.45-0.08=0.37$~eV and $E_2=0.13-0=0.13$~eV, so $U=-0.24$~eV. Measure the second emission at low field or extrapolate it to zero field, because a lowering of 29~meV is a sizeable part of 0.13~eV.
\item Repeat the first measurement at the end. A changed step points to a changed donor population or incomplete preparation, and the ratio should then not be used.
\end{enumerate}

The numerical output lists the remaining values for this contact.

\section*{Calculated quantities}
\begin{verbatim}
E1, E2, U: 0.37, 0.13, -0.24 eV
B1, B2: 0.08, 0.00 eV
capture prefactors c10, c20: 1e-08, 1e-07 cm^3/s
warm, cold temperature: 220, 60 K
shallow, two-electron donors: 1e+15, 1e+13 cm^-3
DOS mass, light mass, kappa: 1.1, 0.2, 12.0
layer from 1400 to 2000 nm; area 1 mm^2
band bending reverse, pulse: 5.0, 0.6 eV
pulse length: 1 ms
kT warm: 18.96 meV
Nc warm: 1.818e+19 cm^-3
c1 warm: 1.47e-10 cm^3/s
e1 warm: 17.87 1/s
e2 warm: 9.562e+08 1/s
R warm: 5.352e+07
mean delay of second electron: 1.046 ns
activation energy of e1/T^1.5: 0.45 eV
pair energy per electron: 0.25 eV
slow amplitude at R=3: 2.5 electrons
slow amplitude at R=10: 2.1111 electrons
slow amplitude at R=100: 2.0101 electrons
peak one-electron share at R=10: 0.07743
equilibrium N1/sqrt(N0 N2), warm: 0.003565
warm filling time: 71.92 us
warm shares D+, D0, D-: 0.00116, 0.00012, 0.99871
cold shares D+, D0, D-: 0.00000, 0.99930, 0.00070
fitted warm rate: 17.87 1/s
fitted warm amplitude: 1.9974 electrons
largest fit error: 2.2e-16 electrons
released per donor, warm: 1.9976 electrons
released per donor, cold: 0.9993 electrons
released ratio warm/cold: 1.999
high-barrier case B2: 0.45 eV
high-barrier e2: 0.04698 1/s
high-barrier R: 0.00263
high-barrier electrons held at 8/e1: 0.9821
depletion width reverse, pulse: 2575, 892 nm
capacitance: 41.26 pF
linear step per electron: 0.06346 pF
capacitance step warm: 0.1268 pF
capacitance step cold: 0.06356 pF
capacitance step ratio: 1.9944
peak field: 38.83 kV/cm
strongest field in layer: 17.72 kV/cm
Poole-Frenkel lowering, 2nd electron: 29.16 meV
cold e2 without field: 1.558 1/s
cold e2 with full lowering: 438.9 1/s
tunnelling exponent, warm: 0.0073
tunnelling exponent, cold: 0.36
free electrons warm: 9.988e+14 cm^-3
free electrons cold: 3.684e+14 cm^-3
n/Nc warm: 5.5e-05
n/Nc cold: 0.00014
equilibrium N2/N0 at deep layer edge: 3.2e-09
\end{verbatim}
